# Does the polarizability per atom of a growing cluster reach a bulk value?: a numerical check

```python
"""
Result under test: the static polarizability per atom of a large ellipsoidal
cluster tends to a limit that depends on its shape,
    alpha/N -> (v/4 pi) (eps-1) / (1 + L (eps-1)),
where v = volume per atom, eps = bulk dielectric constant and L = depolarization
factor along the field (needle 0, sphere 1/3, disc 1).
Model: point-polarizable atoms (polarizability a) on a simple cubic lattice of
spacing d. The coupled-dipole equations p_i = a (E0 + sum_j T_ij p_j) are solved
without using L or eps. Lengths inside the solvers are in units of d.
Aspect q = (semi-axis along z) / (semi-axis across z).
"""
import numpy as np
from scipy import fft, constants

a_atom = 20.0      # bohr^3
d = 6.0            # bohr
v = d**3
pi = np.pi


def depolarization_z(q):
    """Closed form of L along the symmetry axis of a spheroid."""
    if q > 1:
        k = np.sqrt(q*q - 1)
        return (q*np.arccosh(q)/k - 1)/k**2
    if q < 1:
        k = np.sqrt(1 - q*q)
        return (1 - q*np.arccos(q)/k)/k**2
    return 1/3


def surface_charge_L(q, point):
    """L from the Coulomb field of the surface charge of a polarized spheroid."""
    mu, w = np.polynomial.legendre.leggauss(400)
    phi = 2*pi*np.arange(400)/400
    M, F = np.meshgrid(mu, phi, indexing="ij")
    s = np.sqrt(1 - M**2)
    dx, dy, dz = point[0]-s*np.cos(F), point[1]-s*np.sin(F), point[2]-q*M
    integrand = M*dz/(dx**2 + dy**2 + dz**2)**1.5
    field = np.sum(w[:, None]*integrand)*2*pi/400
    return -field/(4*pi)


def limit_from_eps(eps, L):
    return v/(4*pi)*(eps - 1)/(1 + L*(eps - 1))


def limit_from_atoms(a, L):
    return a/(1 + 4*pi*(L - 1/3)*a/v)


def lattice_points(semi):
    """Integer grids and mask of the sites inside an ellipsoid."""
    half = [int(np.floor(s)) for s in semi]
    grids = np.meshgrid(*[np.arange(-h, h+1) for h in half],
                        indexing="ij", sparse=True)
    mask = sum((g/s)**2 for g, s in zip(grids, semi)) <= 1
    return half, grids, mask


def central_sum(semi):
    """Sum of T_zz over all neighbours of the central site, in units 1/d^3."""
    half, (x, y, z), mask = lattice_points(semi)
    r2 = (x*x + y*y + z*z).astype(float)
    r2[tuple(half)] = np.inf
    return np.sum(np.where(mask, (3*z*z/r2 - 1)/r2**1.5, 0.0))


def solve_cluster(semi, axes):
    """Coupled dipoles by conjugate gradients, couplings applied by FFT.
    Returns N and, per field axis, (mean, central) polarizability in bohr^3."""
    half, _, mask = lattice_points(semi)
    n = mask.shape
    m = [fft.next_fast_len(2*k, real=True) for k in n]
    disp = np.meshgrid(*[np.rint(np.fft.fftfreq(k)*k) for k in m],
                       indexing="ij", sparse=True)
    r2 = disp[0]**2 + disp[1]**2 + disp[2]**2
    r2[0, 0, 0] = 1.0
    kernel = {}
    for i in range(3):
        for j in range(i, 3):
            t = (3*disp[i]*disp[j] - (r2 if i == j else 0.0))/r2**2.5
            t[0, 0, 0] = 0.0
            kernel[i, j] = kernel[j, i] = fft.rfftn(t)
    a_red = a_atom/v

    def apply(p):
        f = fft.rfftn(p, s=m, axes=(1, 2, 3))
        out = np.empty_like(p)
        for i in range(3):
            g = sum(kernel[i, j]*f[j] for j in range(3))
            out[i] = fft.irfftn(g, s=m)[:n[0], :n[1], :n[2]]
        return (p/a_red - out)*mask

    results = []
    for axis in axes:
        b = np.zeros((3,) + n)
        b[axis] = mask
        p = a_red*b
        r = b - apply(p)
        s = r.copy()
        rr = np.sum(r*r)
        goal = 1e-12*np.sum(b*b)
        for _ in range(100):
            if rr < goal:
                break
            As = apply(s)
            step = rr/np.sum(s*As)
            p += step*s
            r -= step*As
            new = np.sum(r*r)
            s = r + new/rr*s
            rr = new
        assert rr < goal
        results.append((v*p[axis].sum()/mask.sum(), v*p[(axis,)+tuple(half)]))
    return int(mask.sum()), results


def dense_cluster(semi, axis):
    """Same equations, built pair by pair and solved directly."""
    half, _, mask = lattice_points(semi)
    R = np.argwhere(mask).astype(float)
    N = len(R)
    A = np.eye(3*N)*v/a_atom
    for i in range(N):
        for j in range(N):
            if i != j:
                u = R[i] - R[j]
                r = np.linalg.norm(u)
                A[3*i:3*i+3, 3*j:3*j+3] -= (3*np.outer(u, u)/r**2 - np.eye(3))/r**3
    b = np.zeros(3*N)
    b[axis::3] = 1
    return v*np.linalg.solve(A, b)[axis::3].mean()


def infinite_rod(a, radius):
    """Infinitely long bundle of chains, field along the chains."""
    h = int(radius)
    g = np.arange(-h, h+1)
    X, Y = np.meshgrid(g, g)
    keep = X**2 + Y**2 <= radius**2
    x, y = X[keep], Y[keep]
    rho2 = (x[:, None]-x)**2 + (y[:, None]-y)**2
    values, index = np.unique(rho2, return_inverse=True)
    z = np.arange(1, 401)[:, None].astype(float)
    Z = 400.5
    c = 2*np.sum((2*z**2 - values)/(z**2 + values)**2.5, axis=0)
    c += 2*Z/(Z**2 + values)**1.5                 # remote part as an integral
    c[1:] -= 1/values[1:]**1.5                    # neighbour at equal height
    T = c[index].reshape(rho2.shape)
    p = np.linalg.solve(np.eye(len(x))*v/a - T, np.ones(len(x)))
    return v*p.mean()


def plane_couplings(layers):
    """Field of an infinite layer of normal dipoles at distances 0,1,2,..."""
    R = 200.5
    g = np.arange(-200, 201)
    X, Y = np.meshgrid(g, g)
    rho2 = (X**2 + Y**2).ravel().astype(float)
    rho2 = rho2[(rho2 <= R*R) & (rho2 > 0)]
    c = []
    for h in range(layers):
        near = np.sum((2*h*h - rho2)/(rho2 + h*h)**2.5)
        own = 2/h**3 if h else 0.0
        c.append(near + own - 2*pi*R*R/(R*R + h*h)**1.5)
    return np.array(c)


def infinite_slab(a, layers, c):
    k = np.arange(layers)
    T = c[np.abs(k[:, None] - k)]
    return v*np.linalg.solve(np.eye(layers)*v/a - T, np.ones(layers)).mean()


# Bulk constant and the two forms of the limit
x = 4*pi*a_atom/(3*v)
eps = (1 + 2*x)/(1 - x)
for L in (0, 0.2, 1/3, 0.5, 1):
    assert abs(limit_from_eps(eps, L)/limit_from_atoms(a_atom, L) - 1) < 1e-12
print(f"atomic polarizability a = {a_atom:.1f} bohr^3, spacing d = {d:.1f} bohr")
print(f"volume per atom v = {v:.1f} bohr^3, 4 pi a/(3v) = {x:.4f}")
print(f"dielectric constant eps = {eps:.4f}")

# Depolarization factors: closed form against Coulomb integration, two points
for q, pts in ((5.0, [(0, 0, 0), (0.3, 0.2, 1.0)]),
               (0.2, [(0, 0, 0), (0.3, 0.2, 0.05)])):
    for pt in pts:
        assert abs(surface_charge_L(q, pt) - depolarization_z(q)) < 1e-8
assert depolarization_z(1e4) < 1e-6 and depolarization_z(1e-4) > 0.999
assert abs(depolarization_z(1.001) - 1/3) < 1e-3
for q in (5.0, 1.0, 0.2):
    Lz = depolarization_z(q)
    print(f"aspect {q:.1f}: L along z = {Lz:.4f}, L across z = {(1-Lz)/2:.4f}")

# Shape dependence of the lattice sum at the central site
for q, semi in ((5.0, (15.5, 15.5, 77.5)), (1.0, (30.5,)*3),
                (0.2, (77.5, 77.5, 15.5))):
    S = central_sum(semi)
    expected = 4*pi*(1/3 - depolarization_z(q))
    assert abs(S - expected) < 0.1      # stepped boundary of a finite region
    print(f"aspect {q:.1f}: central sum * d^3 = {S+0.0:.3f}, "
          f"4 pi (1/3-L) = {expected:.3f}")

# FFT solver against a direct solution
small = (1.5, 1.5, 3.5)
_, res = solve_cluster(small, (0, 2))
for (mean, _), axis in zip(res, (0, 2)):
    assert abs(mean/dense_cluster(small, axis) - 1) < 1e-5

# Finite clusters; surface atoms allow a deviation of order 1/(thickness)
print("clusters: polarizability per atom in bohr^3 (limit for that shape)")
averages = {}
for name, q, sizes in (("prolate", 5.0, (3.5, 7.5)), ("sphere", 1.0, (7.5, 15.5)),
                       ("oblate", 0.2, (3.5, 7.5))):
    Lz = depolarization_z(q)
    lim_z = limit_from_eps(eps, Lz)
    lim_x = limit_from_eps(eps, (1 - Lz)/2)
    for b in sizes:
        semi = (b, b, b*q) if q >= 1 else (b/q, b/q, b)
        axes = (2,) if q == 1 else (2, 0)
        N, res = solve_cluster(semi, axes)
        az, centre = res[0]
        ax = res[-1][0]
        assert abs(az/lim_z - 1) < 0.3/b
        assert abs(ax/lim_x - 1) < 0.3/b
        print(f"{name} N = {N}: along z {az:.3f} ({lim_z:.3f}), "
              f"across z {ax:.3f} ({lim_x:.3f})")
    assert abs(centre/lim_z - 1) < 0.04
    y = 4*pi*az/v
    eps_found = 1 + y/(1 - Lz*y)
    assert abs((eps_found - 1)/(eps - 1) - 1) < 0.10   # inversion amplifies error
    averages[name] = (az + 2*ax)/3
    print(f"  largest {name}: central atom {centre:.3f} bohr^3, "
          f"eps recovered {eps_found:.3f}")
    print(f"  largest {name}: orientation average {averages[name]:.3f} bohr^3")
assert averages["prolate"] > 1.03*averages["sphere"]
assert averages["oblate"] > 1.03*averages["sphere"]

# Ideal needle and disc
needle, sphere, disc = (limit_from_eps(eps, L) for L in (0, 1/3, 1))
planes = plane_couplings(40)
rod, slab = infinite_rod(a_atom, 15.5), infinite_slab(a_atom, 40, planes)
assert abs(rod/needle - 1) < 0.01
assert abs(slab/disc - 1) < 0.005
chain, layer = infinite_rod(a_atom, 0.5), infinite_slab(a_atom, 1, planes)
assert abs(chain/needle - 1) > 0.05 and abs(layer/disc - 1) > 0.02
print(f"thick infinite rod (radius 15.5 d), along axis: {rod:.3f} bohr^3")
print(f"thick infinite slab (40 layers), along normal: {slab:.3f} bohr^3")
print(f"single infinite chain, along axis: {chain:.3f} bohr^3")
print(f"single infinite layer, along normal: {layer:.3f} bohr^3")

angstrom3 = (constants.physical_constants["Bohr radius"][0]*1e10)**3
for name, val in (("needle L=0", needle), ("sphere L=1/3", sphere),
                  ("disc L=1", disc)):
    print(f"limit {name}: {val:.3f} bohr^3 = {val*angstrom3:.3f} angstrom^3")
print(f"ratio needle/disc = {needle/disc:.3f}")
across = limit_from_eps(eps, 0.5)
print(f"needle across its axis (L=1/2): {across:.3f} bohr^3")
print(f"orientation average, ideal needle: {(needle+2*across)/3:.3f} bohr^3")
print(f"orientation average, ideal disc: {(disc+2*needle)/3:.3f} bohr^3")

# Difference of inverse polarizabilities does not depend on the atom
print(f"4 pi = {4*pi:.3f}")
for a in (10.0, 20.0):
    gap = v*(1/infinite_slab(a, 40, planes) - 1/infinite_rod(a, 15.5))
    assert abs(gap/(4*pi) - 1) < 0.01
    print(f"a = {a:.1f} bohr^3: v*(1/slab - 1/rod) = {gap:.3f}")

print("PASS")
```

It prints:

```
atomic polarizability a = 20.0 bohr^3, spacing d = 6.0 bohr
volume per atom v = 216.0 bohr^3, 4 pi a/(3v) = 0.3879
dielectric constant eps = 2.9008
aspect 5.0: L along z = 0.0558, L across z = 0.4721
aspect 1.0: L along z = 0.3333, L across z = 0.3333
aspect 0.2: L along z = 0.7505, L across z = 0.1248
aspect 5.0: central sum * d^3 = 3.496, 4 pi (1/3-L) = 3.487
aspect 1.0: central sum * d^3 = -0.000, 4 pi (1/3-L) = 0.000
aspect 0.2: central sum * d^3 = -5.207, 4 pi (1/3-L) = -5.242
clusters: polarizability per atom in bohr^3 (limit for that shape)
prolate N = 911: along z 29.715 (29.538), across z 17.403 (17.220)
prolate N = 8891: along z 29.595 (29.538), across z 17.322 (17.220)
  largest prolate: central atom 29.502 bohr^3, eps recovered 2.905
  largest prolate: orientation average 21.413 bohr^3
sphere N = 1791: along z 20.123 (20.000), across z 20.123 (20.000)
sphere N = 15515: along z 20.065 (20.000), across z 20.065 (20.000)
  largest sphere: central atom 20.137 bohr^3, eps recovered 2.911
  largest sphere: orientation average 20.065 bohr^3
oblate N = 4563: along z 13.660 (13.465), across z 26.389 (26.409)
oblate N = 44323: along z 13.552 (13.465), across z 26.415 (26.409)
  largest oblate: central atom 13.515 bohr^3, eps recovered 2.931
  largest oblate: orientation average 22.127 bohr^3
thick infinite rod (radius 15.5 d), along axis: 32.807 bohr^3
thick infinite slab (40 layers), along normal: 11.254 bohr^3
single infinite chain, along axis: 36.049 bohr^3
single infinite layer, along normal: 10.891 bohr^3
limit needle L=0: 32.672 bohr^3 = 4.841 angstrom^3
limit sphere L=1/3: 20.000 bohr^3 = 2.964 angstrom^3
limit disc L=1: 11.263 bohr^3 = 1.669 angstrom^3
ratio needle/disc = 2.901
needle across its axis (L=1/2): 16.751 bohr^3
orientation average, ideal needle: 22.058 bohr^3
orientation average, ideal disc: 25.536 bohr^3
4 pi = 12.566
a = 10.0 bohr^3: v*(1/slab - 1/rod) = 12.609
a = 20.0 bohr^3: v*(1/slab - 1/rod) = 12.610
PASS
```
